\section*{Why random crystallization time mixes nucleation and growth energies}

\section{The error made by choosing one energy}

An amorphous germanium layer much thicker than its grains, with the model parameters given below, becomes 63.2\,\% crystalline in 175.8 s at 700 K. How long does it last at 600 K? If the activation energy of grain growth, 2.20 eV, is used to extrapolate, the answer is $7.67\times10^4$ s, about 21 hours. With the activation energy of nucleation, 4.20 eV, it is $1.93\times10^7$ s, more than seven months. The model itself, for a layer much thicker than its grains, gives $3.05\times10^5$ s, or 85 hours. The first estimate is too short by a factor of four and the second too long by a factor of 63.

Neither energy can be used alone because the crystallization time is not the duration of a single step. Nuclei appear while earlier grains are growing, and both processes share the same elapsed time. The correct energy follows from how strongly that time responds to each process.

\section{The model and its clock}

The layer is held at a constant temperature $T$. Nuclei appear at random positions in the amorphous material at a steady rate $I$ per volume and time, and each grows as a sphere at constant speed $u$ until it meets other grains. With $\beta=1/(k_{\mathrm B}T)$,
\begin{equation}
I=I_0e^{-\beta E_I},\qquad u=u_0e^{-\beta E_u}.
\label{eq:rates}
\end{equation}
The prefactors and energies are taken as constant over the temperature range. There is no incubation delay, the starting radius is negligible, grains are much smaller than the layer thickness, and no crystalline seed is present.

Here $E_I$ is the apparent energy of the whole nucleation rate, $E_I=-d\ln I/d\beta$. It is not just the barrier $W$ for forming a critical nucleus. If $I\propto e^{-\beta(W+Q)}$, with $Q$ a constant energy for atomic jumps, then
\begin{equation}
E_I=Q+\frac{d(\beta W)}{d\beta}=Q+W-T\frac{dW}{dT},
\end{equation}
because $\beta\,d/d\beta=-T\,d/dT$.

\subsection{Counting the nuclei that can reach a point}

Choose a point in the layer. A nucleus born at time $t'$ reaches it by time $t$ if it was born within a distance $u(t-t')$. The expected number of such nuclei is
\begin{align}
X_e(t)&=\int_0^t I\,\frac{4\pi}{3}u^3(t-t')^3\,dt'\nonumber\\
&=\frac{4\pi}{3}Iu^3\int_0^t s^3\,ds
=\frac{\pi}{3}Iu^3t^4,
\label{eq:extended}
\end{align}
where $s=t-t'$. Three powers of time come from the volume a grain can fill, and the fourth from the time during which nuclei are supplied.

This count includes fictitious nuclei, born at places that are already crystalline. They do no harm. Suppose a host grain started at $t_0$ and a fictitious nucleus appears inside it at $t'$, a distance $d\le u(t'-t_0)$ from its centre. At time $t$ the farthest point of the fictitious sphere lies at a distance
\begin{equation}
d+u(t-t')\le u(t'-t_0)+u(t-t')=u(t-t_0)
\end{equation}
from the host's centre. The fictitious sphere therefore stays inside the sphere of its host and adds no crystalline volume. Nor does impingement delay the first arrival at a point: a grain that blocks the straight path got there earlier and, growing at the same speed, reaches the point earlier too.

Now divide the relevant region of space and time into small cells, with probability $p_i$ of a nucleus in cell $i$. The point remains amorphous if all cells are empty. In the limit of small cells,
\begin{equation}
1-X=\prod_i(1-p_i)\to\exp\Big(-\sum_i p_i\Big)=e^{-X_e},
\end{equation}
so the crystalline fraction is
\begin{equation}
X(t)=1-\exp\left(-\frac{\pi}{3}Iu^3t^4\right).
\label{eq:fraction}
\end{equation}

\subsection{From fraction to time}

Let $\tau$ be the time at which $X_e=1$, so that $X=1-e^{-1}=0.632$. Solving $(\pi/3)Iu^3\tau^4=1$ gives
\begin{equation}
\tau=\left(\frac{3}{\pi Iu^3}\right)^{1/4}.
\label{eq:tau}
\end{equation}
For another fraction $f$, equation \eqref{eq:fraction} requires $(t_f/\tau)^4=-\ln(1-f)$, hence
\begin{equation}
t_f=\tau\left[\ln\frac{1}{1-f}\right]^{1/4}.
\end{equation}
The bracket does not depend on temperature, so every fixed fraction has the same activation energy.

For the example, $I=10^{12}\ \mathrm{cm^{-3}\,s^{-1}}$ and $u=1$ nm/s at 700 K. Since $1\ \mathrm{cm^3}=10^{21}\ \mathrm{nm^3}$, the nucleation rate is $10^{-9}\ \mathrm{nm^{-3}\,s^{-1}}$, and
\begin{equation}
\tau=\left(\frac{3}{\pi\times10^{-9}\times1^3}\right)^{1/4}\mathrm{s}=175.8\ \mathrm{s}.
\end{equation}
The half time is $(\ln2)^{1/4}\tau=160.4$ s.

A direct simulation placed random nuclei in a periodic box and recorded when sampled points were first reached. At 100, 150 and 200 s it gave fractions 0.104, 0.425 and 0.808, against 0.099, 0.411 and 0.813 from equation \eqref{eq:fraction}. The differences are comparable with the estimated sampling scatter of about 0.01. Removing the fictitious nuclei left the arrival times unchanged.

\section{The contribution of nucleation}

Hold $u$ fixed and multiply $I$ by a factor $q$. Equation \eqref{eq:tau} gives $\tau\to q^{-1/4}\tau$. The response is weak because a shorter anneal also leaves less time for growth. Each grain fills a smaller volume, so more grains are needed. The number of nuclei supplied per volume, of order $I\tau$, must rise as $q^{3/4}$; most of the extra nucleation goes into making grains smaller.

If temperature acts on nucleation alone, the activation energy of the time is
\begin{equation}
\left.\frac{d\ln\tau}{d\beta}\right|_{u}=-\frac14\frac{d\ln I}{d\beta}=\frac{E_I}{4}=1.05\ \mathrm{eV}.
\end{equation}
In the simulation, changing $I$ between its values at 670 and 730 K while keeping $u$ at its 700 K value gave 1.049 eV.

\section{The contribution of growth}

Now hold $I$ fixed and multiply $u$ by $q$. The time becomes $q^{-3/4}\tau$. The response is stronger because speed enters the volume of a grain three times, once for each dimension. It is still weaker than $q^{-1}$, since a shorter anneal supplies fewer nuclei and each grain must then grow somewhat farther. The contribution is
\begin{equation}
\left.\frac{d\ln\tau}{d\beta}\right|_{I}=-\frac34\frac{d\ln u}{d\beta}=\frac{3E_u}{4}=1.65\ \mathrm{eV}.
\end{equation}
The simulation with only growth changed gave 1.649 eV.

\section{Weighing the two}

With both processes thermally activated, the logarithm of equation \eqref{eq:tau} is
\begin{align}
\ln\tau&=\frac14\ln\frac{3}{\pi}-\frac14\ln I-\frac34\ln u\nonumber\\
&=\frac14\ln\frac{3}{\pi I_0u_0^3}+\beta\,\frac{E_I+3E_u}{4}.
\end{align}
The slope with respect to $\beta$ is therefore
\begin{equation}
\boxed{E=\frac{E_I+3E_u}{4}}=\frac{4.20+3(2.20)}{4}\ \mathrm{eV}=2.70\ \mathrm{eV}.
\end{equation}
The signs are positive because a higher activation energy makes a rate fall more steeply on cooling, and a lower rate lengthens the time. The simulated half times, 1174 s at 670 K and 25.5 s at 730 K, give 2.69 eV.

The weights $1/4$ and $3/4$ sum to one, so $E$ lies between the two energies. Here growth supplies 1.65 of the 2.70 eV, although its own energy is the smaller. Nucleation would supply the larger part if $E_I>3E_u$.

Heating from 700 to 720 K shows the same balance. Nucleation becomes 6.918 times faster and growth 2.754 times faster, so the time falls by a factor of
\begin{equation}
6.918^{1/4}\times2.754^{3/4}=1.622\times2.138=3.467.
\end{equation}

Dimensions alone lead to the same weights. A rate per volume and a speed combine into a time in one way, $(Iu^3)^{-1/4}$. The result thus survives if growth depends on crystal direction, provided all the speeds share one temperature factor. The numerical prefactor may then change.

\section{Limits in which the weights change}

\subsection{All nuclei present at the start}

If $N_0$ nuclei per volume exist at $t=0$ and no more appear, then $X_e=(4\pi/3)N_0u^3t^3$. A fixed fraction requires a fixed $ut$, so $t\propto1/u$ and $E=E_u$. The simulation with a temperature-independent $N_0$ gave 2.19 eV. Growth alone sets the energy here because the supply of nuclei no longer depends on time or temperature.

\subsection{Waiting for a single nucleus}

In an isolated amorphous volume $V=L^3$ with $L\ll u\tau$, one nucleus can fill the volume long before a second is likely. The probability that none has appeared is $e^{-IVt}$, the mean wait is $1/(IV)$, and $E=E_I$. For the example $u\tau$ is 176 nm at 700 K, so the sides of such a cube would have to be well below that.

\subsection{A film thinner than its grains}

When the thickness $h$ is much less than $ut$, grains soon span the film and spread as discs:
\begin{equation}
X_e=\int_0^t Ih\,\pi u^2s^2\,ds=\frac{\pi}{3}Ihu^2t^3.
\end{equation}
Hence $t\propto(Iu^2)^{-1/3}$ at fixed $h$, and $E=(E_I+2E_u)/3=2.867$ eV. A calculation with spheres clipped by the surfaces of a 20 nm film gave 2.866 eV. Losing one growth dimension raises the weight of nucleation from $1/4$ to $1/3$.

\section{Grain size and competition with a seed}

Real nuclei form in the amorphous fraction $1-X=e^{-(t/\tau)^4}$. With $y=(t/\tau)^4$, so that $dt=(\tau/4)y^{-3/4}dy$, the final grain density is
\begin{equation}
N=I\int_0^\infty e^{-(t/\tau)^4}dt
=\frac{I\tau}{4}\int_0^\infty y^{-3/4}e^{-y}dy
=I\tau\,\Gamma(5/4).
\end{equation}
At 700 K this is $1.59\times10^{14}\ \mathrm{cm^{-3}}$; a sphere with the mean grain volume has a diameter of 229 nm.

A crystalline substrate would add an epitaxial front. If its speed $v$ also has energy $E_u$, the distance it covers in time $\tau$ varies as
\begin{equation}
v\tau\propto e^{-\beta E_u}e^{\beta(E_I+3E_u)/4}=e^{\beta(E_I-E_u)/4}.
\end{equation}
For $E_I>E_u$ this distance shrinks on heating, which favours random crystallization. With an assumed $v=10$ nm/s at 700 K, it is 3326 nm at 650 K, 1758 nm at 700 K and 1012 nm at 750 K.

\section{The model beside a real germanium layer}

The example is a 1000 nm amorphous layer on oxide. An activation energy near 2 eV for crystal growth and anneals near 700 K are roughly typical of amorphous germanium. The nucleation parameters are round model values; real ones depend on preparation and impurities. The layer is thick for an implanted one and would need ions of MeV energy. Much thinner layers move towards the thin-film energy of 2.87 eV.

Of the omissions estimated here, a seed would have the largest effect if its front moves at the assumed 10 nm/s, ten times $u$; a front no faster than $u$ would shorten the half time at 700 K by only about 7\,\%. At 10 nm/s an epitaxial front crosses 1000 nm in 100 s, when equation \eqref{eq:fraction} gives a random fraction of only about 0.10. The random time then no longer sets how long the layer lasts, which is why the example has no seed. Nucleation at the oxide or the free surface is also left out. If one surface were densely covered with nuclei from the start, its grains would advance 160 nm at 700 K, or 16\,\% of the thickness, during the half time calculated without them. At 600 K the same estimate gives 64\,\%. This overstates the advance, because the surface grains themselves shorten the half time, but it shows that surface nucleation could not be neglected there.

At 700 K incubation can matter as much as surface nucleation. An assumed delay of 20 s there, with energy 2.20 eV, lengthens the half time to 180.4 s, and a real delay could be longer. Each part of the total time contributes its energy in proportion to its duration:
\begin{equation}
E=\frac{160.4(2.70)+20(2.20)}{180.4}\ \mathrm{eV}=2.645\ \mathrm{eV}.
\end{equation}
At 700 K the finite thickness changes the half time to 162.6 s and the energy to 2.707 eV. The correction grows on cooling because the grains become larger: at 600 K they would be about 910 nm across in a thick layer, and in the 1000 nm layer the time to 63.2\,\% rises from 85 to 91 hours. A starting radius of 1 nm shortens the half time by 1 s, as does heating from 500 K at 10 K/s when time is counted from arrival at 700 K. If 2.20 eV describes only forward atomic jumps, reverse jumps with an assumed driving energy of 0.10 eV lower $E$ to 2.68 eV. Measured growth energies already contain that correction.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough Ge regime)
E_I = 4.20 eV, E_u = 2.20 eV
I at 700 K = 1.00e+12 cm^-3 s^-1
u at 700 K = 1.00 nm/s
film thickness = 1000 nm
MAIN RESULTS
E_I/4 = 1.050 eV, 3E_u/4 = 1.650 eV
(E_I+3E_u)/4 = 2.700 eV
tau at 700 K = 175.8 s
half time at 700 K = 160.4 s
u*tau at 700 K = 175.8 nm
grain density = 1.593e+14 cm^-3
equivalent grain diameter = 228.9 nm
HEATING FROM 700 K TO 720 K: FACTORS
I rises by 6.918
u rises by 2.754
tau falls by 3.467
TIME TO 63.2 % AT 600 K, FROM THE 700 K VALUE
correct energy: 3.054e+05 s = 84.8 h
growth energy alone: 7.671e+04 s
nucleation energy alone: 1.927e+07 s
SIMULATION
t = 100 s: fraction 0.104, formula 0.099
t = 150 s: fraction 0.425, formula 0.411
t = 200 s: fraction 0.808, formula 0.813
grain density, simulated = 1.597e+14 cm^-3
temperatures: 670 K and 730 K
half times: 1174.4 s and 25.49 s
energy, both heated = 2.691 eV
energy, only nucleation heated = 1.049 eV
energy, only growth heated = 1.649 eV
energy, fixed nuclei = 2.192 eV
NEGLECTED EFFECTS (half time at 700 K)
finite film: 162.6 s, energy 2.707 eV
20 nm film: energy 2.866 eV
(E_I+2E_u)/3 = 2.867 eV
assumed delay 20 s: total 180.4 s
energy with delay = 2.645 eV
start radius 1 nm: 159.4 s
ramp 10 K/s from 500 K: hold 159.4 s
reverse jumps, driving energy 0.10 eV:
energy with reverse jumps = 2.682 eV
IF A CRYSTALLINE SEED WERE PRESENT
assumed front speed at 700 K = 10.0 nm/s
front reach in tau at 650 K = 3326 nm
front reach in tau at 700 K = 1758 nm
front reach in tau at 750 K = 1012 nm
(E_I-E_u)/4 = 0.500 eV
reach energy from simulated times = 0.491 eV
\end{verbatim}
